Static permittivity when one transverse optical frequency is halved

**Problem**

A cubic crystal has three infrared-active lattice modes. Their transverse optical frequencies, given as wavenumbers, are

ω₁ = 90, ω₂ = 175, ω₃ = 545 cm⁻¹,

and the longitudinal optical frequencies are

L₁ = 170, L₂ = 475, L₃ = 795 cm⁻¹.

The electronic permittivity, which is the relative permittivity far above the lattice frequencies and far below the electronic ones, is ε∞ = 5.2. These are rough, rounded values typical of strontium titanate near room temperature.

The lowest transverse frequency now falls from 90 to 45 cm⁻¹ (from 2.70 to 1.35 THz). The other two transverse frequencies, all three longitudinal frequencies and ε∞ stay fixed.

(a) By what factor does the static permittivity ε(0) change?

(b) Could the second transverse frequency have been halved instead, under the same conditions?

**A tempting wrong solution**

Each polar mode is an oscillator driven by the electric field, so the permittivity is a sum of resonances:

ε(ω) = ε∞ + Σⱼ Sⱼ/(ωⱼ² − ω²).

Here Sⱼ > 0 is the squared charge of mode j, scaled so that it has the unit cm⁻². At zero frequency

ε(0) = ε∞ + Σⱼ Sⱼ/ωⱼ².

The permittivity vanishes at each longitudinal frequency. This gives three linear equations for the three Sⱼ, and with the initial frequencies their solution yields the contributions

S₁/ω₁² = 278.47, S₂/ω₂² = 5.72, S₃/ω₃² = 1.46.

The initial static permittivity is therefore

ε(0) = 5.2 + 278.47 + 5.72 + 1.46 ≈ 290.8.

Halving ω₁ multiplies the first contribution by four and leaves the rest alone:

ε′(0) = 5.2 + 4 × 278.47 + 5.72 + 1.46 ≈ 1126.

The ratio is 1126.2/290.8 ≈ 3.87. The electronic part and the two hard modes do not soften, so it seems natural that the whole permittivity grows by a little less than its soft part.

**Where the fault lies**

The sum over resonances is right, and so are the initial contributions. The fault is in the words "leaves the rest alone". They keep S₁, S₂ and S₃ fixed, but the problem fixes L₁, L₂ and L₃. These are different conditions, because the longitudinal frequencies depend on the transverse ones as well as on the charges.

The conflict can be seen in numbers. With the old charges and ω₁ = 45 cm⁻¹, the permittivity vanishes at

168.5, 472.8 and 792.8 cm⁻¹,

and not at 170, 475 and 795 cm⁻¹. All three longitudinal frequencies have moved, against the terms of the problem. The shifts are below 1 % each, but they all go the same way, and the static permittivity contains the square of their product.

What is needed is a formula for ε(0) in terms of the quantities that are held fixed.

**Right solution: the permittivity from its poles and zeros**

*The model.* Let Qⱼ be the amplitude of mode j, scaled to absorb its mass, and let E be the macroscopic field along a principal axis. The modes are taken as harmonic and undamped, with wavelengths long compared with the lattice spacing. Time is measured in units that let frequencies be written as wavenumbers. Then

d²Qⱼ/dt² = −ωⱼ² Qⱼ + √Sⱼ E,

D/ε₀ = ε∞ E + Σⱼ √Sⱼ Qⱼ.

The same coefficient √Sⱼ stands in both equations, because the charge that lets the field push the mode is also the charge that the mode displaces. For a field oscillating at frequency ω, the second time derivative gives −ω² Qⱼ, so

(ωⱼ² − ω²) Qⱼ = √Sⱼ E, or Qⱼ = √Sⱼ E/(ωⱼ² − ω²).

Inserting this in D and dividing by E gives the sum over resonances used above.

*Transverse modes are poles.* Consider a lattice wave with wavevector q whose wavelength is many hundreds of times shorter than that of light of the same frequency in vacuum. Its field is then practically electrostatic and has no curl, so E points along q. A transverse wave has no field component along its displacement. With E = 0 the equation of motion gives free oscillation at ωⱼ, where ε(ω) has a pole.

*Longitudinal modes are zeros.* Without free charge D has no divergence, so its component along q vanishes. A longitudinal wave therefore has D = 0 while E is not zero. Since D = ε₀ ε(ω) E, this requires ε(Lₖ) = 0.

*How many zeros there are.* Write x = ω² and regard ε as a function of x. Its slope is

dε/dx = Σⱼ Sⱼ/(ωⱼ² − x)² > 0.

Take distinct ωⱼ in rising order. Just above the pole at ωⱼ² the term Sⱼ/(ωⱼ² − x) is large and negative; just below the next pole the corresponding term is large and positive. Between two neighbouring poles ε thus rises from −∞ to +∞ and crosses zero once. Above the last pole it rises from −∞ towards ε∞ > 0 and again crosses zero once. Below the first pole it has no zero, since every term is positive there. With N modes there are N zeros, and they interlace with the poles:

ω₁ < L₁ < ω₂ < L₂ < … < ω_N < L_N.

*The product form.* Multiply ε by all its denominators:

P(x) = ε(x) Πⱼ (ωⱼ² − x).

The term with ε∞ becomes ε∞ Πⱼ (ωⱼ² − x), a polynomial of degree N whose leading coefficient is (−1)ᴺ ε∞. In each resonance term one factor cancels, which leaves degree N − 1. So P has degree N and leading coefficient (−1)ᴺ ε∞. It vanishes at the N values Lₖ², and a polynomial of degree N has no further zeros. Hence

P(x) = ε∞ Πₖ (Lₖ² − x),

where the sign is right because the product on the right has leading coefficient (−1)ᴺ. Dividing by the denominators again,

ε(ω) = ε∞ Πⱼ (Lⱼ² − ω²)/(ωⱼ² − ω²).

At ω = 0 this is the Lyddane-Sachs-Teller relation:

ε(0) = ε∞ Πⱼ (Lⱼ/ωⱼ)².

**Answer to (a)**

Let ω_s be the frequency that is halved. In the ratio of the new to the old permittivity, ε∞, every Lⱼ and every other ωⱼ cancel:

ε′(0)/ε(0) = (1/(ω_s/2)²)/(1/ω_s²) = ω_s²/(ω_s²/4) = 4.

The static permittivity quadruples. For the given crystal, the three factors (Lⱼ/ωⱼ)² are 3.568, 7.367 and 2.128 before the change, so

ε(0) = 5.2 × 3.568 × 7.367 × 2.128 ≈ 291.

Afterwards the first factor is (170/45)² = 14.272, and

ε′(0) = 5.2 × 14.272 × 7.367 × 2.128 ≈ 1163.

The sum over resonances must agree if the charges are those that the fixed longitudinal frequencies require. Solving the three equations ε(Lₖ) = 0 again, now with ω₁ = 45 cm⁻¹, gives the contributions 1152.26, 4.51 and 1.43. Their sum with ε∞ is

5.2 + 1152.26 + 4.51 + 1.43 = 1163.4,

which is four times 290.8 without any use of the product formula. The soft contribution has grown by slightly more than four, from 278.47 to 1152.26. That excess makes up for the electronic part, which has not changed, and for the two hard modes, whose contributions have fallen.

**What fixed longitudinal frequencies ask of the charges**

The total squared charge follows from the behaviour of ε at high frequency. For large x the resonance sum gives

ε ≈ ε∞ − (Σⱼ Sⱼ)/x.

In the product form each factor is (1 − Lⱼ²/x)/(1 − ωⱼ²/x) ≈ 1 − (Lⱼ² − ωⱼ²)/x, so

ε ≈ ε∞ − ε∞ Σⱼ (Lⱼ² − ωⱼ²)/x.

Equating the terms in 1/x,

Σⱼ Sⱼ = ε∞ (Σⱼ Lⱼ² − Σⱼ ωⱼ²).

When ω_s is halved at fixed Lⱼ, the last sum falls by ω_s² − ω_s²/4 = (3/4) ω_s². The total squared charge must therefore rise by

(3/4) ε∞ ω_s² = 0.75 × 5.2 × 90² = 31 590 cm⁻²,

which is 1.1 % of its initial value. The condition is thus mild in total for this crystal, though not for each mode: S₁ rises by 3.4 %, while S₂ falls by 21 %.

**The problem that the tempting solution did solve**

If the charges are held fixed and the longitudinal frequencies are free, the first calculation is correct. Let b = ε(0) − S_s/ω_s² be everything except the soft contribution. Then

ε′(0) = b + 4 (ε(0) − b) = 4 ε(0) − 3b,

ε′(0)/ε(0) = 4 − 3b/ε(0).

Here b = 5.2 + 5.72 + 1.46 = 12.38, and the ratio is 4 − 3 × 12.38/290.8 ≈ 3.87. The Lyddane-Sachs-Teller relation holds in this case too, provided the shifted longitudinal frequencies are put into it. Relative to the old ones their product is

(168.52 × 472.76 × 792.83)/(170 × 475 × 795) ≈ 0.984,

and 4 × 0.984² ≈ 3.87.

A crystal with a single polar mode shows how far apart the two conditions can be. Setting ε(L) = 0 gives ε∞ = S/(L² − ω₁²), so L² = ω₁² + S/ε∞. With b = ε∞ and ε(0) = ε∞ L²/ω₁², the ratio at fixed charge is

ε′(0)/ε(0) = 4 − 3 ω₁²/L².

For a strongly polar soft mode, ω₁ ≪ L, this tends to 4 and the distinction hardly matters. For a weakly polar mode, L → ω₁, it tends to 1: the mode contributes almost nothing to ε(0), and softening it changes almost nothing. Holding L fixed would still give 4 in that limit, but then S = ε∞ (L² − ω₁²) would have to grow from nearly zero to about (3/4) ε∞ ω₁². The factor of 4 is correct there, but its condition describes a mode that gains its charge while it softens.

**Answer to (b)**

Halving ω₂ would put it at 87.5 cm⁻¹. The product formula would again return a factor of 4, but the formula does not ask whether a crystal with those frequencies can exist. The poles at 87.5 and 90 cm⁻¹ would have no zero between them, since the lowest longitudinal frequency is 170 cm⁻¹. Interlacing was derived from Sⱼ > 0, so at least one squared charge must fail to be positive.

To see which, multiply the product form by (ωⱼ² − ω²) and let ω → ωⱼ. All resonance terms but one drop out, and

Sⱼ = ε∞ Πₖ (Lₖ² − ωⱼ²)/Πₖ≠ⱼ (ωₖ² − ωⱼ²).

For the mode at 90 cm⁻¹ every factor in the numerator is positive. In the denominator the factor 87.5² − 90² = −444 cm⁻² is negative and the other is positive, so S is negative. Solving the equations ε(Lₖ) = 0 gives −1.14 × 10⁸ cm⁻² for this mode and +1.17 × 10⁸ cm⁻² for the one at 87.5 cm⁻¹. The magnitudes are large because the small difference of 444 cm⁻² stands in both denominators. A negative squared charge means an imaginary charge, so no lattice of this model has these frequencies. The answer to (b) is no.

In general the halved frequency must stay in its own gap between zeros, which requires ω_s/2 > L_{s−1} for any mode above the lowest. The third mode fails as well, since 545/2 = 272.5 cm⁻¹ lies below L₂ = 475 cm⁻¹. The lowest mode has no zero beneath it and can be halved whatever the other frequencies are.

**The real material and the neglected effects**

In strontium titanate the lowest transverse mode softens on cooling, and the static permittivity near room temperature is roughly 300, close to the 291 found here. A rough Curie-Weiss law, ε(0) = C/(T − T₀) with C = 80 000 K and T₀ = 36 K, places the two states of the problem at

T = 36 + 80 000/290.8 ≈ 311 K and T = 36 + 80 000/1163 ≈ 105 K.

Quadrupling ε(0) means reducing T − T₀ to a quarter, from 275 to 69 K. At low temperature the quantum fluctuations of the lattice do not die out as thermal ones would. The Barrett formula accounts for this by replacing T with (T₁/2) coth(T₁/2T). With a rough T₁ = 80 K, and C and T₀ unchanged, the two temperatures become 309 and 99 K. Quantum fluctuations thus change the temperature at which the soft mode reaches 45 cm⁻¹. They do not change the factor of 4 between two given sets of frequencies, because temperature does not appear in the derivation.

The softened state lies close to the structural transition of the material slightly above 100 K, below which the crystal is no longer cubic and the soft mode splits. The Curie-Weiss estimate of 105 K puts the state at about this transition and the Barrett estimate of 99 K puts it just below, so the cubic model is at or slightly past its limit there. Since ε(0) varies as 1/ω₁² when ε∞, the longitudinal frequencies and the other transverse frequencies are fixed, a soft frequency 5 % higher or lower than 45 cm⁻¹ would give 1055 or 1289 in place of 1163. Nor does cooling have to hold either the longitudinal frequencies or the charges strictly fixed. For these numbers the choice between the two conditions moves the result by 3 % of 1163.

Damping adds a term −iγω to each denominator ωⱼ² − ω². This term vanishes at ω = 0, so at given ωⱼ and Sⱼ the static permittivity is unchanged. The reading of the soft frequency is affected, however. With an assumed γ = 15 cm⁻¹ for every mode, the peak of the dielectric loss lies at 44.4 cm⁻¹ instead of 45. Taking the peak for the transverse frequency would give ε(0) ≈ 1196, which is 2.8 % too high.

A static bias field also changes the permittivity, because the modes are not harmonic at large amplitude. A simple description is

E = P/(ε₀χ) + βP³, with χ = ε′(0) − 1,

where P is the polarization and β ≈ 8 × 10⁹ V m⁵/C³ is a rough value. The permittivity seen by a small signal parallel to the bias follows from the slope dE/dP:

ε = 1 + 1/(ε₀ (1/(ε₀χ) + 3βP²)).

In the softened state this gives 1163 at 0.001 MV/cm, 1134 at 0.01 MV/cm and 510 at 0.1 MV/cm, where P has reached 7.2 μC/cm². In this model the quadrupled value therefore holds to about 3 % up to 0.01 MV/cm, while at 0.1 MV/cm more than half of it is lost. The numerical output lists these values together with the charges and frequencies used above.

Computed values

```
INPUTS (rough, strontium titanate near room temperature)
electronic permittivity e_inf = 5.2
TO frequencies before (cm^-1): [ 90. 175. 545.]
TO frequencies after  (cm^-1): [ 45. 175. 545.]
LO frequencies, fixed (cm^-1): [170. 475. 795.]
soft mode before, after = 2.70, 1.35 THz
RESULT
factors (LO/TO)^2 before: [3.5679 7.3673 2.1279]
factors (LO/TO)^2 after:  [14.2716  7.3673  2.1279]
static permittivity before = 290.8
static permittivity after  = 1163.4
ratio from summed mode contributions = 4.000000
mode contributions S/w^2 before: [278.467   5.724   1.459]
mode contributions S/w^2 after:  [1152.262    4.508    1.429]
squared charges before (cm^-2): [2255580.  175304.  433276.]
squared charges after  (cm^-2): [2333330.  138067.  424353.]
rise of total squared charge = 31590 cm^-2
relative rise of total = 1.10 %
FORBIDDEN CASE: second TO halved, LO fixed
TO frequencies (cm^-1): [ 90.   87.5 545. ]
squared charges needed (cm^-2): [-1.14494534e+08  1.17079248e+08  3.98884000e+05]
NEGLECTED: fixed charges, LO free
background b (all but soft mode) = 12.383
static permittivity after = 1126.2
ratio = 3.8723
LO frequencies after (cm^-1): [168.52 472.76 792.83]
NEGLECTED: damping
damping constant of each mode = 15 cm^-1
static permittivity from loss integral = 1163.4
loss peak of softened mode = 44.38 cm^-1
permittivity if peak is taken as TO = 1196.4
NEGLECTED: soft frequency off by 5 %
permittivity, 5 % too high = 1055.2
permittivity, 5 % too low  = 1289.1
NEGLECTED: bias field in the softened state
Landau coefficient beta = 8.0e+09 V m^5/C^3 (rough)
E = 0.001 MV/cm: P = 0.103 uC/cm2, permittivity = 1163.1
E = 0.010 MV/cm: P = 1.020 uC/cm2, permittivity = 1134.2
E = 0.100 MV/cm: P = 7.208 uC/cm2, permittivity = 510.1
TEMPERATURE OF USE (rough)
Curie constant, T0, T1 = 80000, 36, 80 K
Curie-Weiss: before, after = 311, 105 K
Barrett: before, after = 309, 99 K
```
